# The Cowley–Sze pinning factor for uniform interface-state density, part 1

(Sections cited here and not found follow in the second part.)

## 1. Derivation and meaning of the pinning factor

### Definitions and conventions

A metal faces an n-type semiconductor across a thin interfacial layer. The coordinate $x$ runs from the metal surface at $x=0$ to the semiconductor surface at $x=d$. The layer has thickness $d$ and absolute permittivity $\epsilon$, and contains no charge. The elementary charge $q$ is positive, so an electron has charge $-q$. The electrostatic potential is $\psi(x)$.

The other symbols are energies, unless a different kind of quantity is stated:

- $W$ is the work function of the metal.
- $\chi$ is the electron affinity of the semiconductor, measured from its conduction edge up to the vacuum level just outside its surface.
- $E_C$ and $E_V$ are the conduction and valence edges at the interface, and $E_g=E_C-E_V$ is the gap.
- $E_F$ is the Fermi level of the metal.
- $B=E_C-E_F$ is the barrier for electrons at the interface.
- $E_0$ is the neutrality level of the interface states, and $P=E_C-E_0$ is its depth below the conduction edge.
- $D$ is the number of interface states per unit area and unit energy. Each state holds at most one electron.

The interface states lie in the plane $x=d$ and move rigidly with the semiconductor bands. Their net charge per area is called $Q$. It is zero when all states below $E_0$ are filled and all states above $E_0$ are empty.

The result to be derived is

$$
B=S(W-\chi)+(1-S)P,\qquad
S\equiv\frac{dB}{dW}=\frac{1}{1+q^2Dd/\epsilon}. \tag{1}
$$

It holds in the following model. The interface states are in equilibrium with the metal, so their occupation is set by $E_F$. The density $D$ is constant throughout the gap. The Fermi level lies many $kT$ away from both band edges, where $k$ is the Boltzmann constant and $T$ the temperature. The semiconductor behind the interface carries no space charge, and there is no fixed sheet charge. When metals are compared, $\chi$, $P$, $D$, $d$ and $\epsilon$ are held fixed.

The last condition has chemical content. A metal that reacts with the surface may change the layer and its states, and a plot of $B$ against $W$ then does not measure the derivative in Eq. (1).

### Energy balance across the layer

The vacuum level is the energy of an electron at rest just outside a surface. Inside the layer it follows the electrostatic potential,

$$
E_{\rm vac}(x)=\text{constant}-q\psi(x),
$$

where the minus sign comes from the negative charge of the electron. At the metal surface the definition of the work function gives

$$
E_{\rm vac}(0)=E_F+W.
$$

At the semiconductor surface the definition of the affinity, followed by that of the barrier, gives

$$
E_{\rm vac}(d)=E_C+\chi=E_F+B+\chi.
$$

Let $\Delta$ be the fall of the vacuum level from the metal to the semiconductor. Subtraction removes $E_F$:

$$
\Delta=E_{\rm vac}(0)-E_{\rm vac}(d)=W-\chi-B. \tag{2}
$$

The same difference expressed through the potential is

$$
\Delta=-q\psi(0)+q\psi(d)=q[\psi(d)-\psi(0)]. \tag{3}
$$

A positive $\Delta$ therefore means that the semiconductor side of the layer is at the higher potential. If there were no drop, Eq. (2) would give the Schottky–Mott barrier $B=W-\chi$. Any departure from that value in this model is an energy drop across the layer.

Equation (2) takes $W$ and $\chi$ to include the dipoles of the two surfaces, and assumes that these dipoles are the same in the contact as on the separate surfaces. A change of either dipole would add a term to Eq. (2). If that term is the same for all the metals compared, it shifts $B$ and leaves the slope alone.

### Charge in the interface states

A state below $E_0$ contributes nothing when filled and $+q$ when empty. A state above $E_0$ contributes nothing when empty and $-q$ when filled. With the Fermi function

$$
f(E)=\frac{1}{1+e^{(E-E_F)/kT}},
$$

the charge per area is

$$
Q=qD\left[\int_{E_V}^{E_0}(1-f)\,dE-\int_{E_0}^{E_C}f\,dE\right]
=qD\left[(E_0-E_V)-\int_{E_V}^{E_C}f\,dE\right]. \tag{4}
$$

The second form follows by integrating the 1 in the first integral and joining the two integrals of $f$.

An antiderivative of $f$ is $-kT\ln[1+e^{-(E-E_F)/kT}]$. Its derivative is $e^{-u}/(1+e^{-u})$ with $u=(E-E_F)/kT$, which equals $1/(1+e^u)$. At the limits, $E_C-E_F=B$ and $E_F-E_V=E_g-B$, so

$$
\int_{E_V}^{E_C}f\,dE
=kT\ln\!\left[1+e^{(E_g-B)/kT}\right]-kT\ln\!\left[1+e^{-B/kT}\right].
$$

Taking the factor $e^{(E_g-B)/kT}$ out of the first logarithm gives

$$
\int_{E_V}^{E_C}f\,dE=E_g-B
+kT\ln\!\left[1+e^{-(E_g-B)/kT}\right]
-kT\ln\!\left[1+e^{-B/kT}\right].
$$

Since $E_0-E_V=E_g-P$, substitution into Eq. (4) yields

$$
Q=qD(B-P+\tau), \tag{5}
$$

$$
\tau=kT\ln\!\left[1+e^{-B/kT}\right]
-kT\ln\!\left[1+e^{-(E_g-B)/kT}\right]. \tag{6}
$$

The term $\tau$ comes from the finite energy range of the states. When $B$ and $E_g-B$ are both many times $kT$, each logarithm is close to its exponential, and $\tau$ is exponentially small. Then

$$
Q=qD(B-P). \tag{7}
$$

Temperature has dropped out. For a constant density, the electrons thermally raised above $E_F$ are balanced by the empty states left below it, apart from the edge term.

The sign can be read directly. If $B>P$, the Fermi level lies below the neutrality level, because it is farther from the conduction edge. Some states that would be filled at neutrality are empty, and the charge is positive. If $B<P$, additional states are filled and the charge is negative.

### Gauss's law

There is no charge inside the layer, so the electric field $F=-d\psi/dx$ is constant there. Using Eq. (3),

$$
F=-\frac{\psi(d)-\psi(0)}{d}=-\frac{\Delta}{qd}. \tag{8}
$$

Apply Gauss's law to a thin box enclosing the plane $x=d$. The displacement on the semiconductor side minus the displacement on the layer side equals the enclosed charge per area. Neglecting semiconductor space charge makes the first displacement zero, because the field vanishes deep in the semiconductor and nothing in between can change it. Hence

$$
0-\epsilon F=Q,\qquad Q=\frac{\epsilon\Delta}{qd}. \tag{9}
$$

The metal surface carries the opposite charge $-Q$. The contact is thus a parallel-plate capacitor whose plates are the metal surface and the sheet of interface states.

### Elimination of the charge

Solve Eq. (9) for $\Delta$ and insert Eq. (7):

$$
\Delta=\frac{qd}{\epsilon}Q=\frac{q^2Dd}{\epsilon}(B-P)=a(B-P),\qquad
a\equiv\frac{q^2Dd}{\epsilon}. \tag{10}
$$

One factor of $q$ converts a number of electrons into charge. The other converts a potential into an electron energy. The parameter $a$ has no dimension.

Equating this drop to Eq. (2) gives

$$
W-\chi-B=aB-aP.
$$

Collecting the terms in $B$ gives

$$
(1+a)B=W-\chi+aP,
$$

and division by $1+a$ gives

$$
B=\frac{1}{1+a}(W-\chi)+\frac{a}{1+a}P. \tag{11}
$$

With $S=1/(1+a)$, the second coefficient is $a/(1+a)=1-S$. This is the barrier in Eq. (1). Differentiating with $\chi$, $P$ and $a$ fixed gives $dB/dW=S$, which completes the derivation.

### Units of the state density

Equation (1) is written for $D$ per joule and per square metre. Interface-state densities are usually quoted per electronvolt. Let $D_{\rm eV}$ be the number per electronvolt and per square metre, and let $\{q\}$ be the numerical value of $q$ in coulombs. One electronvolt is $\{q\}$ joules, so $D=D_{\rm eV}/\{q\}$ in numerical terms. The product then becomes

$$
q^2D\ \longrightarrow\ \{q\}D_{\rm eV}, \tag{12}
$$

in farads per square metre. One power of $q$ is absorbed by the change of energy unit. Code that takes $D$ per electronvolt and still multiplies by $q^2$ obtains an $a$ that is too small by the numerical factor $\{q\}$, and returns $S$ indistinguishable from 1. A density per square centimetre must also be multiplied by $10^4$ if $d$ and $\epsilon$ are in SI units.

### The capacitance picture

Equation (7) defines a capacitance per area of the interface states. The potential corresponding to a change $dB$ is $dB/q$, so

$$
C_{\rm it}=\frac{dQ}{d(B/q)}=q\frac{dQ}{dB}=q^2D. \tag{13}
$$

The layer has the capacitance per area $C_i=\epsilon/d$. Therefore

$$
a=\frac{C_{\rm it}}{C_i},\qquad S=\frac{C_i}{C_i+C_{\rm it}}. \tag{14}
$$

This is a capacitive voltage divider. When $W$ rises by $\delta W$, part of the rise appears as $\delta B$ and the rest as $\delta\Delta$. The larger barrier empties interface states and makes $Q$ more positive. That charge increases the drop across the layer, which opposes the rise in the barrier. The two parts satisfy $\delta\Delta=a\,\delta B$ by Eq. (10), and their sum is $\delta W$.

The thickness matters as much as the density. States in the same plane as the metal's screening charge, $d\to0$ at fixed $D$ and $\epsilon$, would form no dipole and would not pin the barrier in this model.

### Limits and a fixed point

For $a\ll1$, expansion gives $S\simeq1-a$ and the barrier approaches $W-\chi$. This is the Schottky–Mott limit. For $a\gg1$, $S\simeq1/a$ and $B$ approaches $P$. This is the Bardeen limit, in which the barrier is pinned near the neutrality level. The midpoint $S=1/2$ occurs at $a=1$, or

$$
D_{1/2}=\frac{\epsilon}{q^2d}. \tag{15}
$$

Subtracting $P$ from Eq. (1) gives

$$
B-P=S(W-\chi-P). \tag{16}
$$

A metal with $W=\chi+P$ therefore has $B=P$ for every value of $D$. It leaves the interface states neutral and the layer without a field. A barrier close to $P$ is consequently not evidence of strong pinning by itself. The slope over several metals is needed.

Inserting Eq. (16) into Eq. (7) gives

$$
Q=qDS(W-\chi-P). \tag{17}
$$

In the Bardeen limit $DS$ tends to $\epsilon/(q^2d)$, so the charge stays finite as $D$ grows. Its limiting value is what the layer capacitor needs to take up the whole mismatch $W-\chi-P$. A large density supplies that charge with a small movement of the Fermi level.

### A density that depends on energy

Suppose now that the density is $D(E)$, with $E$ measured relative to the semiconductor bands. Equation (4) becomes

$$
Q=q\left[\int_{E_V}^{E_0}D(E)\,dE-\int_{E_V}^{E_C}D(E)f(E)\,dE\right].
$$

At fixed band energies, $E_F=E_C-B$, so raising $B$ lowers $E_F$. Because $f$ depends on $E-E_F$, its derivatives obey $\partial f/\partial B=-\partial f/\partial E_F=\partial f/\partial E$. Hence

$$
\frac{dQ}{dB}=q\int_{E_V}^{E_C}D(E)\left(-\frac{\partial f}{\partial E}\right)dE
\equiv q\overline D. \tag{18}
$$

The weight $-\partial f/\partial E$ is a peak at $E_F$ with a width of a few $kT$ and unit area, apart from its tails beyond the band edges. If $D(E)$ changes little over that width, $\overline D$ is close to $D(E_F)$.

Combining Eqs. (2) and (9) gives $W=\chi+B+(qd/\epsilon)Q$. Differentiating this with respect to $B$ and inverting gives the local slope

$$
\frac{dB}{dW}=\frac{1}{1+q^2\overline Dd/\epsilon}. \tag{19}
$$

The pinning factor is thus controlled by the states near the Fermi level. With a varying density, $E_F$ moves through regions of different $D$ as the metal is changed, and $B$ is no longer a straight line in $W$. Uniformity of $D$ is what allows one $S$ to describe the whole range.

### Additional charge on the semiconductor side

Let $Q_x$ be any further charge per area at the interface or behind it. It may be depletion charge or a fixed sheet. The total charge seen from the layer is $Q+Q_x$, and Eq. (9) becomes $Q+Q_x=\epsilon\Delta/(qd)$. Repeating the elimination for uniform $D$,

$$
W-\chi-B=a(B-P)+\frac{qd}{\epsilon}Q_x,
$$

so that

$$
B=S(W-\chi)+(1-S)P-S\frac{qd}{\epsilon}Q_x. \tag{20}
$$

Positive additional charge lowers the barrier. The factor $S$ appears because the interface states partly compensate the disturbance.

If $Q_x$ does not depend on $W$, the slope remains $S$. If it depends on $B$, define $C_x=q\,dQ_x/dB$. Differentiating the equation before Eq. (20) with respect to $W$ gives $1-dB/dW=(a+dC_x/\epsilon)\,dB/dW$, where the $d$ in front of $C_x$ is the layer thickness. Thus

$$
\frac{dB}{dW}=\frac{1}{1+a+C_x/C_i}. \tag{21}
$$

Neglecting a barrier-dependent charge is justified for the slope when $C_x/C_i\ll1+a$. Neglecting it for the barrier itself requires the last term of Eq. (20) to be small compared with the accuracy wanted in $B$.

## 2. Numerical use and limits of validity

### Symbols and results carried over

The barrier $B$ is the energy from the metal Fermi level to the conduction edge at the interface. The metal has work function $W$; the semiconductor has affinity $\chi$ and a neutrality level at depth $P$ below its conduction edge. A layer of thickness $d$ and permittivity $\epsilon$ separates the metal from interface states of uniform density $D$. With $C_i=\epsilon/d$ and $a=q^2D/C_i$, the results needed are

$$
B=S(W-\chi)+(1-S)P-S\frac{qQ_x}{C_i},\qquad S=\frac{1}{1+a}. \tag{22}
$$

Here $Q_x$ is any charge per area on the semiconductor side other than that of the interface states. Equation (1), the simple form of the Cowley–Sze formula, is the case $Q_x=0$. The state charge is $Q=qD(B-P)$, and the energy drop across the layer is $\Delta=W-\chi-B$.

### Worked example: a gold contact

Consider gold on a nonpolar face of an n-type wide-gap semiconductor, in the regime of gallium nitride power diodes. The inputs are rough typical or assumed values: $W=5.1$ eV, $\chi=4.1$ eV, $E_g=3.4$ eV, $P=0.7$ eV, $D=2\times10^{13}$ eV$^{-1}$ cm$^{-2}$, $d=0.5$ nm and $\epsilon=3\epsilon_0$, where $\epsilon_0$ is the vacuum permittivity. The temperature is 300 K.

The state capacitance is 3.204 µF/cm² and the layer capacitance is 5.313 µF/cm². Hence

$$
a=\frac{3.204}{5.313}=0.603,\qquad S=\frac{1}{1.603}=0.624.
$$

The Schottky–Mott barrier is $5.1-4.1=1.0$ eV. The pinned value is

$$
B=0.624(1.0)+0.376(0.7)=0.887\ \text{eV}.
$$

The Fermi level lies 0.187 eV below the neutrality level. The state charge divided by $q$ is $2\times10^{13}\times0.187=3.74\times10^{12}$ cm$^{-2}$, and is positive. The layer drop is $1.0-0.887=0.113$ eV. Over 0.5 nm this corresponds to a field magnitude of 2.26 MV/cm.

With all other inputs fixed, work functions of 4.6 and 5.6 eV give barriers of 0.575 and 1.199 eV. Their difference, 0.624 eV for a change of 1 eV in $W$, is the slope $S$. The lower barrier is smaller than $P$, so its state charge is negative.

The formula was tested against a calculation that does not use it. Fermi occupations at 300 K were summed over the gap, the Poisson equation was solved on a mesh through the layer and an uncharged semiconductor slab, and $B$ was found as a root. For six densities from $10^{11}$ to $10^{15}$ eV$^{-1}$ cm$^{-2}$, the slope between $W=4.7$ and 5.5 eV agreed with $S$ to within $10^{-6}$.

The pinning formula has been derived and, for the gold example, gives $S=0.624$ and $B=0.887$ eV, with the slope confirmed by an independent numerical calculation. It remains to see how the state density can be chosen or extracted, and how far depletion charge, reverse bias, tunnelling, layer thickness, fixed charge and temperature limit the use of the formula.
